**Peak response of a uniform component to a decaying sinusoid**

For diffusivity rows (1, 8) and (0, 2), a unit sine of component 2 induces a largest amplitude of 2 in component 1, in antiphase, at $k^2t=\ln2$ in units where $D_{11}=1$. Here $k$ is the wavenumber, $D_{ij}$ relates the flux of component $i$ to the gradient of component $j$, and $a_1$, $a_2$ are the signed sine amplitudes. The program solves the conservation laws on a finite-volume grid at two wavelengths and asserts the history, sine shape, peak height, peak time and nearly vanishing flux of component 1 at the peak. It also asserts the general peak formula against direct maximization of matrix exponentials for four matrices, including equal diagonal entries and a negative $D_{12}$. The grid solutions give $a_1=-2.00000$ at $k^2t=0.6940$, close to the analytic time 0.6931; the sampling in time and the finite cells limit the agreement. For a dilute fcc-Al example with rough diffusivities and chosen interactions, the induced peak is about 0.006 at.% in magnitude after about 15 minutes. Of the three neglected effects solved for there, an assumed off-diagonal mobility changes the height most, by about 20 %.

## Numerical check

```python
"""
Result under test: a unit sine of component 2, decaying with diffusivity rows
(1, 8) and (0, 2), induces in uniform component 1 a largest amplitude of 2,
in antiphase, at k^2 t = ln 2 (time in units set by D11 = 1).
Symbols: D_ij  diffusivities in J_i = -sum_j D_ij dc_j/dx
         k     wavenumber, 2 pi / wavelength
         a1,a2 signed sine amplitudes of components 1 and 2
The second part treats a dilute fcc-Al alloy with rough diffusivities and
chosen interaction coefficients, including effects absent from the result.
"""
import numpy as np
from scipy.constants import R
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import minimize_scalar

CELLS = 48


def peak_formula(d11, d12, d22):
    """Signed peak of a1 for unit initial a2, and k^2 t at that peak."""
    if np.isclose(d11, d22):
        return -d12 / (np.e * d11), 1 / d11
    height = -(d12 / d22) * (d11 / d22) ** (d11 / (d22 - d11))
    return height, np.log(d22 / d11) / (d22 - d11)


def evolve(flux, mean1, mean2, amplitude2, wavelength, end_time):
    """Solve the two conservation laws on a periodic finite-volume grid."""
    step = wavelength / CELLS
    sine = np.sin(2 * np.pi * np.arange(CELLS) / CELLS)
    start = np.concatenate([np.full(CELLS, mean1),
                            mean2 + amplitude2 * sine])

    def rate(_, values):
        face_flux = flux(values.reshape(2, CELLS), step)
        return (-(face_flux - np.roll(face_flux, 1, axis=1)) / step).ravel()

    times = np.linspace(0, end_time, 1501)
    solution = solve_ivp(rate, (0, end_time), start, method="LSODA",
                         t_eval=times, rtol=1e-9, atol=1e-12)
    assert solution.success
    profiles = solution.y.T.reshape(len(times), 2, CELLS)
    amplitudes = 2 * np.mean(profiles * sine, axis=2)
    peak = np.argmax(np.abs(amplitudes[:, 0]))
    return times, profiles, amplitudes, peak, sine, step


def linear_flux(matrix):
    def flux(c, step):
        return -matrix @ ((np.roll(c, -1, axis=1) - c) / step)
    return flux


# Posed problem, solved from the conservation laws at two wavelengths.
D = np.array([[1.0, 8.0], [0.0, 2.0]])
formula_height, formula_tau = peak_formula(D[0, 0], D[0, 1], D[1, 1])
posed = []
for wavelength in (1.0, 3.0):
    k2 = (2 * np.pi / wavelength) ** 2
    flux = linear_flux(D)
    times, profiles, amps, peak, sine, step = evolve(
        flux, 0.0, 0.0, 1.0, wavelength, 3 / k2)
    tau = k2 * times
    history = -8 * (np.exp(-tau) - np.exp(-2 * tau))
    # Grid spacing changes the decay rates by about 0.14 percent.
    assert np.max(np.abs(amps[:, 0] - history)) < 0.01
    assert np.max(np.abs(profiles[:, 0] - amps[:, :1] * sine)) < 1e-6
    assert abs(amps[peak, 0] - formula_height) < 2e-5
    assert abs(tau[peak] - formula_tau) < 0.004
    initial_flux = np.max(np.abs(flux(profiles[0], step)[0]))
    peak_flux = np.max(np.abs(flux(profiles[peak], step)[0]))
    assert peak_flux / initial_flux < 0.002
    posed.append((wavelength, amps[peak, 0], amps[peak, 1], tau[peak],
                  times[peak], peak_flux / initial_flux))
assert abs(posed[0][1] - posed[1][1]) < 2e-5
assert abs(posed[1][4] / posed[0][4] - 9) < 0.03

# General peak law against direct maximization of a matrix exponential.
general = []
for d11, d12, d22 in ((1, 8, 2), (3, 2, 1), (2, 5, 2), (1, -3, 4)):
    matrix = np.array([[d11, d12], [0, d22]], dtype=float)
    found = minimize_scalar(lambda s: -abs(expm(-matrix * s)[0, 1]),
                            bounds=(0, 5 / min(d11, d22)), method="bounded",
                            options={"xatol": 1e-10})
    direct = expm(-matrix * found.x)[0, 1]
    height, tau_peak = peak_formula(d11, d12, d22)
    assert abs(direct - height) < 1e-9
    assert abs(found.x - tau_peak) < 1e-5
    general.append((d11, d12, d22, direct, found.x))

# Dilute fcc-Al example: rough diffusivities, chosen interactions.
D1, D2 = 0.05, 0.10             # micrometre^2/s
wave = 50.0                     # micrometre
x1, x2, A2 = 0.01, 0.01, 0.005  # atomic fractions
cross = 5.0                     # dimensionless solute-solute interaction
k2 = (2 * np.pi / wave) ** 2
D12 = D1 * cross * x1
D21 = D2 * cross * x2


def alloy_flux(self_interaction, mobility_coupling):
    """Fluxes from chemical-potential gradients divided by RT."""
    def flux(c, step):
        gradient = (np.roll(c, -1, axis=1) - c) / step
        face = (np.roll(c, -1, axis=1) + c) / 2
        force1 = (gradient[0] / face[0] + cross * gradient[1]
                  + self_interaction * gradient[0])
        force2 = (gradient[1] / face[1] + cross * gradient[0]
                  + self_interaction * gradient[1])
        L12 = mobility_coupling * D1 * face[0] * face[1]
        return -np.array([D1 * face[0] * force1 + L12 * force2,
                          L12 * force1 + D2 * face[1] * force2])
    return flux


cases = {
    "triangular, constant D": linear_flux(np.array([[D1, D12], [0, D2]])),
    "plus D21 and varying cross terms": alloy_flux(0.0, 0.0),
    "plus self-interaction 5": alloy_flux(5.0, 0.0),
    "plus mobility coupling 1, no self": alloy_flux(0.0, 1.0),
}
alloy = {}
for name, flux in cases.items():
    times, _, amps, peak, _, _ = evolve(flux, x1, x2, A2, wave,
                                        3 / (k2 * D1))
    alloy[name] = (amps[peak, 0], times[peak])
unit_height, scaled_time = peak_formula(D1, D12, D2)
alloy_height, alloy_time = A2 * unit_height, scaled_time / k2
base, reverse, self_case, mobility = [v[0] for v in alloy.values()]
assert abs(base / alloy_height - 1) < 1e-3
assert abs(alloy["triangular, constant D"][1] / alloy_time - 1) < 0.005
assert abs(reverse / base - 1) < 0.02
# First-order estimates; products of small couplings are left over.
assert abs(self_case / base - 1 / (1 + 5 * x1)) < 0.02
assert abs(mobility / base - (1 + 1 / cross)) < 0.02

T, Q = 773.0, 130e3             # K and J/mol, rough
speedup = np.exp(Q / R * (1 / T - 1 / (T + 10)))

print("POSED PROBLEM (amplitudes in units of initial a2)")
print(f"diffusivity rows: {D[0]}, {D[1]} (common unit)")
print(f"formula: peak a1 = {formula_height:.6f}")
print(f"formula: k^2 t at peak = {formula_tau:.6f} (1/D unit)")
for w, a1, a2, tp, t, ratio in posed:
    print(f"wavelength {w:.0f} (length unit): a1 = {a1:.5f}, a2 = {a2:.4f}")
    print(f"  k^2 t = {tp:.4f}, t = {t:.5f} (length^2/D unit)")
    print(f"  max flux 1 at peak / at start = {ratio:.1e}")
print("GENERAL LAW, direct maximization")
for d11, d12, d22, a1, tp in general:
    print(f"D11={d11}, D12={d12}, D22={d22}: a1={a1:.6f}, k^2 t={tp:.5f}")
print("FCC-AL EXAMPLE (rough diffusivities, chosen interactions)")
print(f"D11 = {D1:.3f}, D22 = {D2:.3f} um^2/s")
print(f"D12 = {D12:.4f}, neglected D21 = {D21:.4f} um^2/s")
print(f"wavelength = {wave:.0f} um, k^2 = {k2:.5f} um^-2")
print(f"means = {100*x1:.1f}, {100*x2:.1f} at.%; initial a2 = {100*A2:.1f} at.%")
print(f"cross interaction = {cross:.0f}, D12/D11 = {D12/D1:.3f}")
print(f"formula: peak a1 = {100*alloy_height:.5f} at.%")
print(f"formula: peak time = {alloy_time:.0f} s = {alloy_time/60:.1f} min")
for name, (a1, t) in alloy.items():
    print(f"{name}:")
    print(f"  a1 = {100*a1:.5f} at.%, t = {t:.0f} s, "
          f"height change = {100*(a1/base-1):+.2f} %")
print(f"interaction needed for D12/D11 = 8: {D[0,1]/D[0,0]/x1:.0f}")
print(f"rough T = {T:.0f} K, activation energy = {Q/1000:.0f} kJ/mol")
print(f"diffusivity factor for +10 K = {speedup:.3f}")
print(f"peak time at +10 K = {alloy_time/speedup:.0f} s")
print("done: every assertion held")
```

Output:

```
POSED PROBLEM (amplitudes in units of initial a2)
diffusivity rows: [1. 8.], [0. 2.] (common unit)
formula: peak a1 = -2.000000
formula: k^2 t at peak = 0.693147 (1/D unit)
wavelength 1 (length unit): a1 = -2.00000, a2 = 0.2501
  k^2 t = 0.6940, t = 0.01758 (length^2/D unit)
  max flux 1 at peak / at start = 6.9e-05
wavelength 3 (length unit): a1 = -2.00000, a2 = 0.2501
  k^2 t = 0.6940, t = 0.15821 (length^2/D unit)
  max flux 1 at peak / at start = 6.9e-05
GENERAL LAW, direct maximization
D11=1, D12=8, D22=2: a1=-2.000000, k^2 t=0.69315
D11=3, D12=2, D22=1: a1=-0.384900, k^2 t=0.54931
D11=2, D12=5, D22=2: a1=-0.919699, k^2 t=0.50000
D11=1, D12=-3, D22=4: a1=0.472470, k^2 t=0.46210
FCC-AL EXAMPLE (rough diffusivities, chosen interactions)
D11 = 0.050, D22 = 0.100 um^2/s
D12 = 0.0025, neglected D21 = 0.0050 um^2/s
wavelength = 50 um, k^2 = 0.01579 um^-2
means = 1.0, 1.0 at.%; initial a2 = 0.5 at.%
cross interaction = 5, D12/D11 = 0.050
formula: peak a1 = -0.00625 at.%
formula: peak time = 878 s = 14.6 min
triangular, constant D:
  a1 = -0.00625 at.%, t = 879 s, height change = +0.00 %
plus D21 and varying cross terms:
  a1 = -0.00625 at.%, t = 879 s, height change = +0.04 %
plus self-interaction 5:
  a1 = -0.00595 at.%, t = 838 s, height change = -4.73 %
plus mobility coupling 1, no self:
  a1 = -0.00750 at.%, t = 879 s, height change = +20.02 %
interaction needed for D12/D11 = 8: 800
rough T = 773 K, activation energy = 130 kJ/mol
diffusivity factor for +10 K = 1.295
peak time at +10 K = 678 s
done: every assertion held
```
